# CCSD on a transcorrelated Hamiltonian with the xTC three-body truncation: test program

```python
# Transcorrelated CCSD with the xTC truncation; Be atom, cc-pVDZ, hartree atomic units.
# Ht = exp(-tau) H exp(tau) = H - sum K - sum L, tau = sum_{i<j} u(r_ij), u' = erfc(mu r)/2.
# K = u''+2u'/r+u'^2 + u' rhat.(grad1-grad2);  L = grad1 u12 . grad1 u13 + cyclic.
# W_qs(r1) = int grad1 u phi_q phi_s d3r2.  V[p,q,r,s] = <pq|V|rs> (bra indices first).
# xTC keeps dV = -sum_i(2L^{pqi}_{rsi}-L^{pqi}_{ris}-L^{pqi}_{isr}),
# dh_pq = -1/2 sum_j(2dV[pjqj]-dV[pjjq]), dE = -2/3 sum_i dh_ii; D = Ht - H_xTC.
# Tested: the form of Ht; the integrals; <n|D|m> = 0 for excitation ranks n+m<=2;
# T1-dressed CCSD residuals equal projections of exp(-T) H exp(T)|0> with no bra-ket symmetry.
# Independent road: first-quantized tensors psi[p1,p2,p3,p4], electrons 1,2 alpha, 3,4 beta.
import itertools
import numpy as np
import mpmath as mp
from scipy.special import erfc, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto, scf, cc
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
mu = 1.0
rng = np.random.default_rng(1)
def es(*a): return np.einsum(*a, optimize=True)

# operator identity for three electrons by finite differences
mp.mp.dps = 40
u = lambda r: r*mp.erfc(mu*r)/2 - mp.exp(-(mu*r)**2)/(2*mp.sqrt(mp.pi)*mu)
pos, cen, alp = 0.5*rng.normal(size=(3, 3)), rng.normal(size=(3, 3)), [0.4, 0.7, 1.1]
def tau(x): return sum(u(mp.sqrt(sum((x[i][k]-x[j][k])**2 for k in range(3))))
                       for i, j in itertools.combinations(range(3), 2))
def lnf(x): return -sum(alp[i]*(x[i][k]-cen[i, k])**2 for i in range(3) for k in range(3))
x0 = [[mp.mpf(float(v)) for v in row] for row in pos]
step, lap = mp.mpf('1e-10'), 0
for i in range(3):
    for k in range(3):
        for sg in (1, -1):
            x = [row[:] for row in x0]; x[i][k] += sg*step
            lap += (mp.exp(tau(x)+lnf(x)-tau(x0)-lnf(x0)) - 1)/step**2
grad = [-2*alp[i]*(pos[i]-cen[i]) for i in range(3)]
kin = -0.5*sum(grad[i]@grad[i] - 6*alp[i] for i in range(3))
def gu(i, j):
    d = pos[i]-pos[j]; r = np.linalg.norm(d); return 0.5*erfc(mu*r)*d/r
Kval = 0.0
for i, j in itertools.combinations(range(3), 2):
    r = np.linalg.norm(pos[i]-pos[j])
    Kval += (-mu/np.sqrt(np.pi)*np.exp(-(mu*r)**2) + erfc(mu*r)/r + erfc(mu*r)**2/4
             + gu(i, j)@(grad[i]-grad[j]))
Lval = gu(0, 1)@gu(0, 2) + gu(1, 0)@gu(1, 2) + gu(2, 0)@gu(2, 1)
assert abs(float(-lap/2) - (kin-Kval-Lval)) < 1e-10 and abs(Lval) > 1e-6
rs = mp.mpf('1e-7'); d1, d2 = mp.diff(u, rs), mp.diff(u, rs, 2)
v0 = float(1/rs - d2 - 2*d1/rs - d1**2)
assert abs(v0 - (3*mu/np.sqrt(np.pi) - 0.25)) < 1e-6

# bare Hamiltonian
mol = gto.M(atom='Be 0 0 0', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol); mf.conv_tol = 1e-12; mf.kernel()
C = mf.mo_coeff; n = C.shape[1]; nocc = 2
h = C.T @ mf.get_hcore() @ C
def mo_eri(omega=None):
    if omega is None:
        a = mol.intor('int2e')
    else:
        with mol.with_range_coulomb(omega):
            a = mol.intor('int2e')
    return es('abcd,ap,bq,cr,ds->pqrs', a, C, C, C, C)
eri = mo_eri()
phys = lambda X: X.reshape(n, n, n, n).transpose(0, 2, 1, 3)

# grids: outer log-trapezoid times angular product rule exact to degree 14
r1 = 5e-4*np.exp(0.2*np.arange(53))
ct, wt = np.polynomial.legendre.leggauss(8); ph = 2*np.pi*np.arange(15)/15
st = np.sqrt(1-ct**2)
om = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
               np.outer(ct, np.ones(15))], -1).reshape(-1, 3)
wom = np.repeat(wt, 15)*2*np.pi/15
xyz = (r1[:, None, None]*om).reshape(-1, 3); w = np.outer(0.2*r1**3, wom).ravel(); ng = len(w)
cut = 6/mu
y, wy = np.polynomial.legendre.leggauss(80); y, wy = (y+1)/2, wy/2
r2, w2 = [], []
for lo, hi in ((np.maximum(1e-4, r1-cut), r1), (r1, r1+cut)):
    span = np.log(hi/lo)[:, None]; rr = lo[:, None]*np.exp(span*y)
    r2.append(rr); w2.append(span*wy*rr**3)
r2, w2 = np.hstack(r2), np.hstack(w2)
z, wz = np.polynomial.legendre.leggauss(24); z, wz = (z+1)/2, wz/2
R1 = r1[:, None]; sa = np.abs(R1-r2); sb = np.maximum(sa, np.minimum(R1+r2, cut))
s = sa[..., None] + (sb-sa)[..., None]*z
cosg = ((R1**2+r2**2)[..., None] - s**2)/(2*R1*r2)[..., None]
Pl = np.array([eval_legendre(l, cosg) for l in range(6)])
def multipoles(s_times_kernel):
    return 2*np.pi*(sb-sa)/(R1*r2)*((Pl*s_times_kernel) @ wz)
n0 = np.array([0.3, 0.5, 0.81]); n0 /= np.linalg.norm(n0)
rad = mol.eval_gto('GTOval_sph', r2.reshape(-1, 1)*n0).reshape(r2.shape+(n,))
ang = mol.eval_gto('GTOval_sph', 1.3*om)/mol.eval_gto('GTOval_sph', 1.3*n0[None])
proj = np.array([(2*l+1)/(4*np.pi)*eval_legendre(l, om@om.T)*wom for l in range(6)])
SS = ang[:, :, None]*ang[:, None, :]
PS = np.tensordot(proj, SS, 1); PSx = np.tensordot(proj, om[:, :, None, None]*SS[:, None], 1)
radial = lambda gl: es('lab,abm,abn->lamn', gl, rad, rad)
to_mo = lambda X: np.tensordot(np.tensordot(X, C, (-2, 0)), C, (-2, 0))
g_l = multipoles(erfc(mu*s)/2); q_l = multipoles(s*erfc(mu*s)**2/4)
Cg = to_mo(np.einsum('lrmn,lamn->ramn', radial(g_l*w2), PS).reshape(ng, n, n))
Cq = to_mo(np.einsum('lrmn,lamn->ramn', radial(q_l*w2), PS).reshape(ng, n, n))
W = xyz[:, :, None, None]*Cg[:, None] - to_mo(
    np.einsum('lrmn,laxmn->raxmn', radial(g_l*w2*r2), PSx).reshape(ng, 3, n, n))
ao = mol.eval_gto('GTOval_sph_deriv1', xyz) @ C
phi, dphi = ao[0], ao[1:].transpose(1, 0, 2)
rho = phi[:, :, None]*phi[:, None, :]; wrho = (w[:, None, None]*rho).reshape(ng, -1)
Wm = W.reshape(3*ng, -1)
B = (((w[:, None]*phi)[:, None, :, None]*dphi[:, :, None, :]).reshape(3*ng, -1).T @ Wm).reshape(n, n, n, n)
Q = (wrho.T @ Cq.reshape(ng, -1)).reshape(n, n, n, n); Q = (Q+Q.transpose(2, 3, 0, 1))/2
A = (B-B.transpose(1, 0, 2, 3))/2; A = A+A.transpose(2, 3, 0, 1)
short = eri - mo_eri(mu)
err_sr = abs(2*(wrho.T @ Cg.reshape(ng, -1)).reshape(eri.shape) - short).max()
lapu = short - mu/2*(mo_eri(mu+1e-3)-mo_eri(mu-1e-3))/2e-3
err_K = abs(lapu + B + B.transpose(2, 3, 0, 1) - A).max()
assert err_sr < 1e-6 and err_K < 2e-6
Vb, Vt = phys(eri), phys(eri-Q-A)

def xtc(no):
    o = slice(0, no)
    Wbar = 2*np.einsum('gxii->gx', W[:, :, o, o]); rbar = 2*(phi[:, o]**2).sum(1)
    Z = np.einsum('gxqi,gxis->gqs', W[..., o], W[:, :, o]); G = np.einsum('gi,gxis->gxs', phi[:, o], W[:, :, o])
    Y = phi[:, None, :, None]*G[:, :, None, :]; Y = Y+Y.transpose(0, 1, 3, 2)
    S = wrho.T @ (np.einsum('gxqs,gx->gqs', W, Wbar)-Z).reshape(ng, -1)
    S += (np.repeat(w, 3)[:, None]*Wm).T @ (rbar[:, None, None, None]*W/2-Y).reshape(3*ng, -1)
    dV = -phys(S+S.T)
    dh = -0.5*(2*np.einsum('pjqj->pq', dV[:, o, :, o]) - np.einsum('pjjq->pq', dV[:, o, o, :]))
    return dV, dh, -2/3*np.trace(dh[o, o])
dV, dh, dE = xtc(nocc); hx, Vx = h+dh, Vt+dV

# explicit three-body tensor, used only for checking
iu = np.triu_indices(n); npair = len(iu[0]); idx = np.zeros((n, n), int)
idx[iu] = np.arange(npair); idx[iu[1], iu[0]] = np.arange(npair)
rp, Wp = w[:, None]*rho[:, iu[0], iu[1]], W[:, :, iu[0], iu[1]]
T3 = np.zeros((npair, npair**2))
for a in range(0, ng, 400):
    c = Wp[a:a+400]; T3 += rp[a:a+400].T @ np.matmul(c.transpose(0, 2, 1), c).reshape(len(c), -1)
T3 = T3.reshape((npair,)*3); T3 = -(T3+T3.transpose(1, 0, 2)+T3.transpose(1, 2, 0))
N = None
mL = T3[idx[:, N, N, :, N, N], idx[N, :, N, N, :, N], idx[N, N, :, N, N, :]]
o, v = slice(0, nocc), slice(nocc, n)
dV_ref = (2*np.einsum('pqirsi->pqrs', mL[:, :, o, :, :, o]) - np.einsum('pqiris->pqrs', mL[:, :, o, :, o])
          - np.einsum('pqiisr->pqrs', mL[:, :, o, o]))
assert abs(dV-dV_ref).max() < 1e-11 and abs(dV-dV.transpose(2, 3, 0, 1)).max() < 1e-11

def act(ops, psi):
    out = ops[0]*psi
    for k, M in enumerate(ops[1:], 1):
        M = M.reshape(n**k, n**k)
        for c in itertools.combinations(range(4), k):
            p = list(c)+[i for i in range(4) if i not in c]
            out += (M @ psi.transpose(p).reshape(n**k, -1)).reshape(psi.shape).transpose(np.argsort(p))
    return out
def asym(x):
    x = x-x.transpose(1, 0, 2, 3); return (x-x.transpose(0, 1, 3, 2))/4
sum4 = lambda e: e[:, N, N, N]+e[:, N, N]+e[:, N]+e
rank = sum4((np.arange(n) >= nocc).astype(int))
psi0 = np.zeros((n,)*4); psi0[0, 1, 0, 1] = 2; psi0 = asym(psi0)
Dop = [-dE, -dh, -dV, mL]; block = np.zeros((5, 3))
for m in range(3):
    ket = asym(rng.normal(size=psi0.shape)*(rank == m)); out = act(Dop, ket/np.linalg.norm(ket))
    block[:, m] = [np.linalg.norm(out[rank == k]) for k in range(5)]
for k in range(5):
    for m in range(3):
        if k+m <= 2 or k-m > 3: assert block[k, m] < 1e-10
        if k+m == 3: assert block[k, m] > 1e-6

def spin2(X):
    a, b, c, d = X.shape; G = np.zeros((a, 2, b, 2, c, 2, d, 2))
    for s1 in (0, 1):
        for s2 in (0, 1): G[:, s1, :, s2, :, s1, :, s2] = X
    G = G.reshape(2*a, 2*b, 2*c, 2*d); return G-G.transpose(0, 1, 3, 2)
def residual(hs, g, t1, t2):
    no = t1.shape[1]; o, v = slice(0, no), slice(no, None)
    tm = np.zeros_like(hs); tm[v, o] = t1; I = np.eye(len(hs)); hd = (I-tm)@hs@(I+tm)
    g = g.copy()
    g[v] -= np.tensordot(t1, g[o], 1); g[:, v] -= es('ai,piqr->paqr', t1, g[:, o])
    g[:, :, o] += es('pqar,ai->pqir', g[:, :, v], t1); g[..., o] += np.tensordot(g[..., v], t1, 1)
    f = hd+np.einsum('piqi->pq', g[:, o, :, o]); oovv = g[o, o, v, v]
    E = np.trace(hd[o, o])+0.5*np.einsum('ijij', g[o, o, o, o])+0.25*np.einsum('ijab,abij', oovv, t2)
    ra = (f[v, o]+es('kc,acik->ai', f[o, v], t2)+0.5*es('akcd,cdik->ai', g[v, o, v, v], t2)
          - 0.5*es('klic,ackl->ai', g[o, o, o, v], t2))
    Fv = f[v, v]-0.5*es('bfmn,mnef->be', t2, oovv); Fo = f[o, o]+0.5*es('efjn,mnef->mj', t2, oovv)
    Wo = g[o, o, o, o]+0.5*es('mnef,efij->mnij', oovv, t2)
    Wr = g[o, v, v, o]-0.5*es('fbjn,mnef->mbej', t2, oovv)
    rb = g[v, v, o, o]+0.5*es('abmn,mnij->abij', t2, Wo)+0.5*es('abef,efij->abij', g[v, v, v, v], t2)
    x = es('aeij,be->abij', t2, Fv); rb += x-x.transpose(1, 0, 2, 3)
    x = es('abim,mj->abij', t2, Fo); rb -= x-x.transpose(0, 1, 3, 2)
    x = es('aeim,mbej->abij', t2, Wr); x = x-x.transpose(1, 0, 2, 3); rb += x-x.transpose(0, 1, 3, 2)
    return E, ra, rb
def ccsd(c0, h1, V, nsp=nocc):
    hs, g, no = np.kron(h1, np.eye(2)), spin2(V), 2*nsp; nv = len(hs)-no
    e = np.diag(hs+np.einsum('piqi->pq', g[:, :no, :, :no])); D1 = e[:no]-e[no:, N]
    den = np.r_[D1.ravel(), (D1[:, N, :, N]+D1[N, :, N, :]).ravel()]
    t = np.zeros(len(den)); ts, er = [], []
    for it in range(100):
        t1, t2 = t[:nv*no].reshape(nv, no), t[nv*no:].reshape(nv, nv, no, no)
        E, ra, rb = residual(hs, g, t1, t2); r = np.r_[ra.ravel(), rb.ravel()]
        if abs(r).max() < 1e-9: return c0+E, t1[::2, ::2], t2[::2, 1::2, ::2, 1::2], it
        ts, er = (ts+[t+r/den])[-8:], (er+[r/den])[-8:]; m = len(ts)
        M = -np.ones((m+1, m+1)); M[m, m] = 0; b = np.array(er)@np.array(er).T; M[:m, :m] = b/b.max()
        t = np.linalg.lstsq(M, np.r_[np.zeros(m), -1], rcond=None)[0][:m] @ np.array(ts)
    raise AssertionError('CCSD not converged')
def exc(t1, t2):
    a, b = np.zeros((n, n)), np.zeros((n,)*4); a[v, o] = t1; b[v, v, o, o] = t2; return [0.0, a, b]
def expT(T, psi, sg):
    out, term = psi.copy(), psi
    for k in range(1, 5): term = sg*act(T, term)/k; out += term
    return out
hr, Vr = rng.normal(size=(n, n)), rng.normal(size=(n,)*4); Vr = Vr+Vr.transpose(1, 0, 3, 2)
a1, a2 = 0.1*rng.normal(size=(n-2, 2)), 0.1*rng.normal(size=(n-2, n-2, 2, 2)); a2 = a2+a2.transpose(1, 0, 3, 2)
Er, ra, rb = residual(np.kron(hr, np.eye(2)), spin2(Vr), np.kron(a1, np.eye(2)), spin2(a2))
Tr = exc(a1, a2); full = expT(Tr, act([0.0, hr, Vr], expT(Tr, psi0, 1)), -1)
err_res = abs(full*(rank <= 2)-Er*psi0-act(exc(ra[::2, ::2], rb[::2, 1::2, ::2, 1::2]), psi0)).max()
assert err_res < 1e-10*abs(full).max()

pre = np.maximum(sum4(mf.mo_energy)-2*mf.mo_energy[:nocc].sum(), 0)+0.1
def fci(ops, guess):
    Vs, As = [guess.ravel()/np.linalg.norm(guess)], []
    for it in range(45):
        As.append(act(ops, Vs[-1].reshape(psi0.shape)).ravel()); Bm, Am = np.array(Vs), np.array(As)
        ev, U = np.linalg.eig(Bm@Am.T); k = np.argmax(abs(U[0])); c = U[:, k].real
        x = c@Bm; r = c@Am-ev[k].real*x
        if np.linalg.norm(r) < 1e-7: return ev[k].real, x.reshape(psi0.shape)
        d = asym(r.reshape(psi0.shape)/pre).ravel()
        for _ in range(2): d -= (Bm@d)@Bm
        Vs.append(d/np.linalg.norm(d))
    raise AssertionError('Davidson not converged')
def pyscf_cc(m):
    c = cc.CCSD(m); c.incore_complete = True; c.conv_tol = 1e-9; c.conv_tol_normt = 1e-7; c.kernel()
    assert c.converged; return c.e_tot

Eb, b1, b2, _ = ccsd(0, h, Vb); assert abs(Eb-pyscf_cc(mf)) < 1e-7
Ex, x1, x2, nit = ccsd(dE, hx, Vx)
Tx = exc(x1, x2); right = expT(Tx, psi0, 1); proj_x = expT(Tx, act([dE, hx, Vx], right), -1)
assert abs(proj_x*(rank <= 2)-Ex*psi0).max() < 1e-8
lost = np.vdot(psi0, act(Dop, right))
EnoL = ccsd(0, h, Vt)[0]
Vm = Vx.copy(); Vm[v, v, o, o] = Vx[o, o, v, v].transpose(2, 3, 0, 1); Emir = ccsd(dE, hx, Vm)[0]
VT = Vx.transpose(2, 3, 0, 1).copy(); ET = ccsd(dE, hx.T, VT)[0]
Fb, cb = fci([0.0, h, Vb], psi0); Fx, cx = fci([dE, hx, Vx], right)
FT, left = fci([dE, hx.T, VT], psi0); Ff, cf = fci([0.0, h, Vt, mL], cx)
assert abs(FT-Fx) < 1e-6 and abs(ET-Ex) > 1e-7 and abs(Emir-Ex) > 1e-3
Dr = act(Dop, cf); parts = [np.vdot(left[rank == k], Dr[rank == k])/np.vdot(left, cf) for k in range(5)]
assert abs(sum(parts)-(Ff-Fx)) < 5e-7
def two_el(c0, h1, V):
    I = np.eye(n); return c0+np.linalg.eigvals(np.kron(h1, I)+np.kron(I, h1)+V.reshape(n*n, -1)).real.min()
E2, F2 = ccsd(0, h, Vt, 1)[0], two_el(0, h, Vt); dV1, dh1, dE1 = xtc(1); F2x = two_el(dE1, h+dh1, Vt+dV1)
assert abs(E2-F2) < 1e-8 and abs(dE1) < 1e-11 and abs(F2x-F2) > 1e-9
Eref0 = np.vdot(psi0, act([0.0, h, Vt, mL], psi0))
Vq = phys(Q)[o, o, o, o]; q0 = 2*np.einsum('ijij', Vq)-np.einsum('ijji', Vq)
assert abs(Eref0-(mf.e_tot-q0+dE)) < 1e-9
fx = hx+2*np.einsum('pjqj->pq', Vx[:, o, :, o])-np.einsum('pjjq->pq', Vx[:, o, o, :])
assert abs(fx[v, o]-fx[o, v].T).max() > 1e-4
etb = [(0, 12, 0.04, 2.8), (1, 6, 0.08, 3.0), (2, 4, 0.25, 4.0)]
big = gto.M(atom='Be 0 0 0', verbose=0,
            basis={'Be': [[l, [a*b**k, 1.0]] for l, m, a, b in etb for k in range(m)]})
mb = scf.RHF(big); mb.conv_tol = 1e-11; mb.kernel(); Ebig = pyscf_cc(mb)

nrm = np.linalg.norm
print(f"Be cc-pVDZ: orbitals {n}, mu = {mu:.2f} 1/bohr, outer grid {len(r1)} x {len(om)} = {ng} points")
print(f"FD test: direct {float(-lap/2):.9f}, T {kin:.9f}, K {Kval:.9f}, L {Lval:.9f} Eh")
print(f"scalar pair potential at coalescence = {v0:.6f} Eh")
print(f"max quadrature error: erfc/r {err_sr:.1e} Eh, K {err_K:.1e} Eh")
print(f"random-H residual test: max error {err_res:.1e}, scale {abs(full).max():.1e}")
print(f"max|A| = {abs(A).max():.5f}, max|dV| = {abs(dV).max():.5f}, max|dh| = {abs(dh).max():.5f} Eh")
print(f"norm vvoo: bare {nrm(Vb[v,v,o,o]):.5f}, xTC {nrm(Vx[v,v,o,o]):.5f}; xTC oovv {nrm(Vx[o,o,v,v]):.5f} Eh")
print(f"max|f_ai| = {abs(fx[v,o]).max():.5f}, max|f_ia| = {abs(fx[o,v]).max():.5f} Eh")
for m in range(3):
    print(f"norm of D|rank {m}> in ranks 0-4 (Eh): "+" ".join(f"{b:.1e}" for b in block[:, m]))
print(f"E(RHF) = {mf.e_tot:.6f} Eh, <sum u'^2> = {q0:.6f} Eh, Lambda0 = {-dE:.6f} Eh")
print(f"<0|Ht|0> = {Eref0:.6f} Eh")
print(f"CCSD bare H      = {Eb:.6f} Eh, |t1| {nrm(b1):.4f}, |t2| {nrm(b2):.4f}")
print(f"CCSD xTC         = {Ex:.6f} Eh = {Ex*EV:.3f} eV, |t1| {nrm(x1):.4f}, |t2| {nrm(x2):.4f}, {nit} iterations")
print(f"CCSD L dropped   = {EnoL:.6f} Eh, shift {1e3*(EnoL-Ex):.3f} mEh")
print(f"CCSD vvoo mirrored = {Emir:.6f} Eh, shift {1e3*(Emir-Ex):.3f} mEh")
print(f"CCSD transposed  = {ET:.6f} Eh, shift {1e3*(ET-Ex):.4f} mEh")
print(f"FCI bare H = {Fb:.6f} Eh, |c0| {abs(np.vdot(psi0, cb)):.4f}")
print(f"FCI xTC    = {Fx:.6f} Eh, |c0| {abs(np.vdot(psi0, cx)):.4f}; transposed {FT:.6f} Eh")
print(f"FCI full L = {Ff:.6f} Eh")
print(f"CCSD-FCI: bare {1e3*(Eb-Fb):.4f}, xTC {1e3*(Ex-Fx):.4f}, transposed {1e3*(ET-FT):.4f} mEh")
print(f"FCI full L - FCI xTC = {1e3*(Ff-Fx):.4f} mEh = {1e3*EV*(Ff-Fx):.3f} meV")
print("  by bra rank 0-4 (mEh): "+" ".join(f"{1e3*p:.4f}" for p in parts))
print(f"<0|D exp(T)|0> at xTC amplitudes = {1e3*lost:.6f} mEh")
print(f"Be2+: CCSD TC {E2:.8f}, FCI TC {F2:.8f}, FCI xTC {F2x:.8f} Eh, gap {1e6*(F2x-F2):.3f} uEh")
print("large basis (l, count, first exponent 1/bohr^2, ratio): "+str(etb))
print(f"large basis: {big.nao} orbitals, RHF {mb.e_tot:.6f} Eh, CCSD {Ebig:.6f} Eh")
print(f"DZ minus large CCSD: bare {1e3*(Eb-Ebig):.2f} mEh = {EV*(Eb-Ebig):.3f} eV")
print(f"DZ minus large CCSD: xTC {1e3*(Ex-Ebig):.2f} mEh = {EV*(Ex-Ebig):.3f} eV")
print("finished without a failed check")
```

Printed output:

```
Be cc-pVDZ: orbitals 14, mu = 1.00 1/bohr, outer grid 53 x 120 = 6360 points
FD test: direct 1.374175992, T 3.117860111, K 1.738785495, L 0.004898623 Eh
scalar pair potential at coalescence = 1.442569 Eh
max quadrature error: erfc/r 1.7e-08 Eh, K 5.6e-08 Eh
random-H residual test: max error 7.5e-15, scale 1.1e+01
max|A| = 0.03738, max|dV| = 0.00150, max|dh| = 0.00152 Eh
norm vvoo: bare 0.17744, xTC 0.16576; xTC oovv 0.18637 Eh
max|f_ai| = 0.03159, max|f_ia| = 0.01964 Eh
norm of D|rank 0> in ranks 0-4 (Eh): 7.4e-18 2.5e-18 7.6e-19 4.6e-05 0.0e+00
norm of D|rank 1> in ranks 0-4 (Eh): 1.1e-19 6.4e-18 8.8e-05 1.0e-04 2.2e-05
norm of D|rank 2> in ranks 0-4 (Eh): 2.0e-20 2.0e-05 5.0e-04 1.6e-04 1.0e-04
E(RHF) = -14.572338 Eh, <sum u'^2> = 0.063914 Eh, Lambda0 = 0.000505 Eh
<0|Ht|0> = -14.636757 Eh
CCSD bare H      = -14.617369 Eh, |t1| 0.0231, |t2| 0.3182
CCSD xTC         = -14.681259 Eh = -399.497 eV, |t1| 0.0241, |t2| 0.3138, 12 iterations
CCSD L dropped   = -14.680684 Eh, shift 0.575 mEh
CCSD vvoo mirrored = -14.682470 Eh, shift -1.211 mEh
CCSD transposed  = -14.681280 Eh, shift -0.0210 mEh
FCI bare H = -14.617410 Eh, |c0| 0.9524
FCI xTC    = -14.681300 Eh, |c0| 0.9536; transposed -14.681300 Eh
FCI full L = -14.681300 Eh
CCSD-FCI: bare 0.0405, xTC 0.0405, transposed 0.0195 mEh
FCI full L - FCI xTC = -0.0006 mEh = -0.015 meV
  by bra rank 0-4 (mEh): -0.0000 0.0000 -0.0005 -0.0000 -0.0000
<0|D exp(T)|0> at xTC amplitudes = 0.000024 mEh
Be2+: CCSD TC -13.66828164, FCI TC -13.66828164, FCI xTC -13.66828163 Eh, gap 0.012 uEh
large basis (l, count, first exponent 1/bohr^2, ratio): [(0, 12, 0.04, 2.8), (1, 6, 0.08, 3.0), (2, 4, 0.25, 4.0)]
large basis: 50 orbitals, RHF -14.572673 Eh, CCSD -14.663740 Eh
DZ minus large CCSD: bare 46.37 mEh = 1.262 eV
DZ minus large CCSD: xTC -17.52 mEh = -0.477 eV
finished without a failed check
```
